# Extremal Fermi-surface orbits and cyclotron masses from a gridded band

## What goes wrong

Suppose a gridded band is cut into planes, the largest loop in each plane is measured, and the areas are joined into one curve. At a plane where a hole loop turns into an electron loop, the joined curve can have a peak although no smooth extremal orbit exists there. In a tilted field, one plane also cuts several cylinders at different heights, and joining the wrong loops mixes their areas. Both faults survive any refinement of the grid. A third fault, the area lost between a contour and its chords, does shrink, but slowly.

The scheme below follows individual loops, finds the planes where their area is stationary, and evaluates area and mass by one quadrature.

## Assumptions and the target quantities

Atomic units are used, with $\hbar=e=m_e=1$. The input is one band $E(\mathbf k)$, non-degenerate apart from spin, on a uniform periodic grid. Orbits are closed; magnetic breakdown, Berry-phase and Zeeman corrections are left out. For a unit vector $\mathbf n$ along the field, write

$$\mathbf k=\kappa\mathbf n+\mathbf q,\qquad \mathbf q\perp\mathbf n .$$

A loop $E=\mu$ in the plane $\kappa$ encloses a positive area $A(\kappa,\mu)$. Semiclassical quantization in a field $B$ reads $A=2\pi B(j+\gamma)$, with integer $j$ and constant $\gamma$. The leading oscillation from one plane therefore has phase $A/B$ plus a constant. Planes add as $\int d\kappa\,\cos(A/B+\text{const})$. At small $B$ the phase varies rapidly and neighbouring planes cancel, except where $\partial A/\partial\kappa=0$. Near such a plane $A\simeq A_0+\tfrac12A''(\kappa-\kappa_0)^2$, and the Gaussian integral gives a weight $\sqrt{2\pi B/|A''|}$. The phase $A_0/B=2\pi F/B$ defines

$$F=\frac{A_0}{2\pi},\qquad F_{\rm SI}=\frac{\hbar A_0}{2\pi e},\qquad m=\frac1{2\pi}\frac{\partial A}{\partial E}\bigg|_\kappa .$$

The mass is positive for electron loops and negative for hole loops. The stationary-phase step fails when $A''\to0$, where higher terms in $\kappa-\kappa_0$ are needed.

## Derivatives of the area

Let $\nu$ be the outward normal coordinate of the loop within its plane. Change the energy by $dE$ and the plane by $d\kappa$. The displaced contour must satisfy

$$E_\nu\,\delta\nu+E_\kappa\,d\kappa=dE
\quad\Rightarrow\quad \delta\nu=\frac{dE-E_\kappa d\kappa}{E_\nu},$$

where subscripts on $E$ denote derivatives. Since $dA=\oint\delta\nu\,dl$,

$$2\pi m=\oint\frac{dl}{E_\nu},\qquad
\frac{\partial A}{\partial\kappa}=-\oint\frac{E_\kappa}{E_\nu}\,dl .$$

For a hole loop $E$ falls outward, so $E_\nu<0$ and $m<0$ without a separate rule. An electron moves along the contour at a rate $dl/dt=B|E_\nu|$, so $dl/|E_\nu|$ is proportional to time. Dividing the two integrals gives

$$\frac{\partial A}{\partial\kappa}=-2\pi m\langle E_\kappa\rangle_{\rm time}.$$

For finite nonzero $m$, the area is stationary when the orbit's average velocity along the field vanishes.

If the extremal plane moves with $\mu$, then

$$\frac{dA_{\rm ext}}{d\mu}=\frac{\partial A}{\partial\mu}+\frac{\partial A}{\partial\kappa}\frac{d\kappa_0}{d\mu}=2\pi m,$$

because the second term is zero at the extremum. The mass is thus the energy slope of the frequency. In the examples below the extremal planes do not move with $\mu$, so for a moving plane the equality rests on this derivation, not on a numerical test.

The same condition protects the frequency: a plane error $\delta\kappa$ changes the area by $\tfrac12A''\delta\kappa^2$. The mass generally has a linear error $(\partial m/\partial\kappa)\delta\kappa$. It is therefore better to find a root of $\partial A/\partial\kappa$ than to search for the top of a flat curve.

## Fourth-order quadrature on a loop

Orient the loop counterclockwise. On a chord of length $L$, let $x$ run along the chord and $y(x)$ be the outward height of the contour. The ends have $y=0$. If the midpoint height is $y_m$, Simpson's rule gives the missing area

$$\int_0^L y\,dx\simeq\frac L6(0+4y_m+0)=\frac{2Ly_m}{3}.$$

Adding these pieces to the polygon area leaves a local error of order $L^5$, hence a total error of order $L^4$ on a smooth contour.

For the line integrals, differentiate $E(x,y(x))=\mu$ to get $E_x=-y'E_y$. The outward unit normal is $(-y',1)/\sqrt{1+y'^2}$, so

$$E_\nu=\frac{-y'E_x+E_y}{\sqrt{1+y'^2}}=E_y\sqrt{1+y'^2}.$$

With $dl=\sqrt{1+y'^2}\,dx$, the square roots cancel:

$$\frac{dl}{E_\nu}=\frac{dx}{E_y}.$$

The two ends and the midpoint therefore supply $m$ and $\partial A/\partial\kappa$ by Simpson's rule as well.

For a circle with $P$ chords, the uncorrected polygon has relative area error

$$1-\frac{\sin(2\pi/P)}{2\pi/P}\simeq\frac{(2\pi/P)^2}{6}.$$

At $P=120$ this is $4.6\times10^{-4}$. The largest polygon error among the field-along-$z$ orbits is $4.7\times10^{-4}$, against $1.8\times10^{-6}$ for the corrected areas on the finest grid.

## The scheme

A periodic cubic spline supplies $E$ on any plane. Its in-plane gradient $\mathbf g$ also moves approximate contour points onto $E=\mu$ through

$$\mathbf q\leftarrow\mathbf q-\frac{E-\mu}{|\mathbf g|^2}\mathbf g .$$

```text
fit periodic spline to band grid
for planes covering slightly more than one period:
    evaluate E on a raster in the plane
    marching squares: find edge crossings, link them
    discard chains that reach the window edge
    for each closed loop:
        orient, resample uniformly, Newton-project
        compute A, m, dA/dkappa, centre
    match to previous plane by centre, area, sign of m
    start a new chain for each unmatched loop

for each sign change of dA/dkappa within a chain:
    find its root, reprojecting the stored loop
    compute A, m and the difference quotient for A''
    fold the 3D loop centre into one reciprocal cell
    discard translated copies
```

A marching-squares cell with four crossings is ambiguous. The sign of the mean corner value of $E-\mu$ decides which crossings are linked.

If $\mathbf G$ is a reciprocal-lattice vector, translation by $\mathbf G$ takes plane $\kappa$ to $\kappa+\mathbf G\cdot\mathbf n$ and preserves every area. One period $|\mathbf G\cdot\mathbf n|>0$ is enough, provided the window contains a complete translated copy of each orbit. The scan is made slightly longer than a period and offset from symmetry planes, so that roots there are bracketed. Folding removes translated copies. Inversion partners at $\pm\kappa_0$ have the same frequency and are kept as distinct orbits, unless a reciprocal-lattice vector carries one into the other, as happens at half a period in the tilted example below.

## A surface with closed-form answers

Take

$$E=-2t(\cos k_xa+\cos k_ya)-2t_1\cos k_zc-2t_2\cos2k_zc .$$

With the field along $z$, $\kappa=k_z$. The energy left for in-plane motion is

$$\varepsilon(\kappa)=\mu+2t_1\cos\kappa c+2t_2\cos2\kappa c .$$

Since $A$ depends on $\kappa$ through $\varepsilon$, its extrema satisfy

$$\frac{d\varepsilon}{d\kappa}=-2c\sin\kappa c\,(t_1+4t_2\cos\kappa c)=0.$$

They lie at $\kappa c=0$, $\pi$, and, if $|t_1|<4|t_2|$, at $\cos\kappa c=-t_1/(4t_2)$.

For $-4t<\varepsilon<0$, put $s=-\varepsilon/(2t)$. The contour is $\cos x+\cos y=s$, with $x=k_xa$ and $y=k_ya$. Four equal quadrants give

$$A=\frac4{a^2}\int_0^{x_m}\arccos(s-\cos x)\,dx,\qquad x_m=\arccos(s-1).$$

At fixed $x$, $\partial y/\partial\varepsilon=1/(2t\sin y)$. The endpoint adds nothing because $y=0$ there. Hence

$$m=\frac{I}{\pi ta^2},\qquad I=\int_0^{x_m}\frac{dx}{\sqrt{1-(s-\cos x)^2}} .$$

Substitute $\tau=\tan(x/2)$, so $dx=2d\tau/(1+\tau^2)$ and $\cos x=(1-\tau^2)/(1+\tau^2)$:

$$I=\int_0^{\tau_m}\frac{2\,d\tau}{\sqrt{(2-s-s\tau^2)(s+(2+s)\tau^2)}},\quad \tau_m^2=\frac{2-s}{s}.$$

Now set $\tau=\tau_m\cos\phi$. The first factor becomes $(2-s)\sin^2\phi$, which cancels the sine from $d\tau$:

$$I=\int_0^{\pi/2}\frac{2\,d\phi}{\sqrt{s^2+(4-s^2)\cos^2\phi}}
=\int_0^{\pi/2}\frac{d\phi}{\sqrt{1-(1-s^2/4)\sin^2\phi}} .$$

This is the complete elliptic integral $K$, written with its parameter rather than its modulus:

$$m=\frac{K\!\left(1-(\varepsilon/4t)^2\right)}{\pi ta^2}.$$

At the band bottom $K\to\pi/2$ and $m\to1/(2ta^2)$, the parabolic mass. As $\varepsilon\to0$, $K$ diverges logarithmically: the orbit slows near the saddle points. For $\varepsilon>0$, shifting both in-plane phases by $\pi$ reverses the in-plane energy. The hole area is $A(-\varepsilon)$, and its mass is negative because that area falls as $\varepsilon$ rises.

## Field along $z$: reading the result

The round model parameters are $a=7$ bohr, $c=10$ bohr, $t=0.02$, $t_1=0.002$, $t_2=0.0012$ and $\mu=-0.03$ hartree. At the two symmetry planes,

$$\varepsilon(0)=-0.03+0.004+0.0024=-0.0236,$$
$$\varepsilon(\pi/c)=-0.03-0.004+0.0024=-0.0316$$

hartree. The other extrema have $\cos\kappa c=-0.002/0.0048=-0.4167$, so $\cos2\kappa c=-0.6528$ and

$$\varepsilon=-0.03-0.00167-0.00157=-0.0332\ \text{hartree}.$$

On the $32^3$ grid the scheme returns:

| $\lvert\kappa\rvert c$ (rad) | $A$ (bohr$^{-2}$) | $m$ ($m_e$) |
|---|---:|---:|
| 0 | 0.228417 | 0.85868 |
| 3.1416 | 0.187600 | 0.77007 |
| 2.0004 | 0.179775 | 0.75502 |

Multiplication by $37409.65$ T bohr$^2$ gives $F=8545$, $7018$ and $6725$ T. The first two orbits are maxima of $A$ and the third is a minimum, as the signs of $A''$ show. The third row represents two inversion partners.

The minimum's phase differs from the closed form by $1.8\times10^{-4}$ rad, or $\delta\kappa=1.8\times10^{-5}$ bohr$^{-1}$. With $A''=3.77$, the resulting area error is

$$\tfrac12(3.77)(1.8\times10^{-5})^2\simeq6\times10^{-10}\ \text{bohr}^{-2},$$

far below the total area error. Here $m$ also depends on $\kappa$ through $\varepsilon$, so it too is stationary at the extremum.

## Convergence and stability

An interpolation error $\delta E$ moves the contour by $-\delta E/E_\nu$, giving

$$\delta A=-\oint\frac{\delta E}{E_\nu}\,dl .$$

For a smooth band, the cubic-spline value error is of order $h^4$, where $h$ is the grid spacing. This is the expected area order. The mass depends on the band gradient, whose spline error between nodes is of order $h^3$, so it need not follow the same rate.

The largest errors, relative to the closed forms, are:

| Grid | Frequency | Mass |
|---|---:|---:|
| $8^3$ | $8.08\times10^{-4}$ | $1.72\times10^{-3}$ |
| $16^3$ | $2.86\times10^{-5}$ | $3.28\times10^{-5}$ |
| $32^3$ | $1.82\times10^{-6}$ | $3.70\times10^{-6}$ |

From the last doubling, the frequency order is $\log_2(28.6/1.82)=3.97$. The mass order is $\log_2(32.8/3.70)=3.15$. The averages over both doublings, 4.40 and 4.43, hide this difference. Neither these averages nor the mass order from a single doubling should be taken as an asymptotic order. On the $16^3$ grid, changing from 21 to 31 slices alters the frequencies by at most $6.4\times10^{-10}$ relative to their values. Once the roots are bracketed, slice spacing does not limit this example.

Curvature is less accurate. For a harmonic $\cos pz$ on nodes spaced by $h$ in $z=k_zc$, the spline's nodal second derivative $M$ satisfies

$$\frac{4+2\cos ph}{6}M=\frac{2\cos ph-2}{h^2}\cos pz .$$

Expansion gives $M\simeq-p^2(1+p^2h^2/12)\cos pz$, a relative excess $p^2h^2/12$. With $h=2\pi/32$, the two harmonics combine at $\kappa=0$ to

$$\frac{h^2}{12}\,\frac{2t_1+32t_2}{2t_1+8t_2}=1.0\%.$$

The observed excess is $0.85\%$. The difference quotient for $A''$ uses $\pm10^{-3}$ bohr$^{-1}$, or $\pm0.01$ rad, and so averages over the kink at the node. Between nodes, the spline's second derivative is linear. At fractional distance $\xi$ from the node this reduces the excess from $p^2h^2/12$ to $p^2h^2[1/12-\xi(1-\xi)/2]$. For small $\sigma=0.01/h=0.051$, averaging over $|\xi|<\sigma$ multiplies it by about $1-3\sigma=0.85$, as observed. On this grid the frequencies are thus accurate to two parts in a million, while the factor $|A''|^{-1/2}$ in the oscillation amplitude is still too small, by half the curvature excess: 0.4% at $\kappa=0$, and 0.8% at $\kappa=\pi/c$, where the two harmonics partly cancel in $A''$ and the excess is 1.7%.

## Tilted field

At angle $\theta$ from $z$ towards $x$, $k_z=\kappa/\cos\theta-k_x\tan\theta$. The independent reference finds the contour of the exact band by radial roots in $(k_x,k_y)$, integrates its projected area, and divides by $\cos\theta$.

At $30^\circ$, one slice at $\kappa=0.01088$ bohr$^{-1}$ contains loops of area $0.23357$, $0.23607$ and $0.23207$ bohr$^{-2}$. They lie on cylinders displaced by $-1$, $0$ and $+1$ reciprocal vectors along $x$. Translation predicts that cylinder $j$ has area $A_0(\kappa-j\,0.44880)$, where $A_0$ is the central-cylinder curve. All three predictions pass the test.

The number of extrema has changed. Both the scheme and the exact-band reference find two:

- at $\kappa=0$, $F=8833$ T and $m=0.8750\,m_e$;
- at $|\kappa|=0.27207$ bohr$^{-1}$, half a period, $F=7886$ T and $m=0.8854\,m_e$.

The larger orbit now has the smaller mass, unlike the field-along-$z$ case.

A leading-order estimate shows why the count can depend on angle. For weak warping of a circular cylinder of radius $k_F$, averaging the two harmonics around the loop multiplies them by $J_0(X)$ and $J_0(2X)$, where $X=k_Fc\tan\theta$ and $J_0$ is the Bessel function. With $\Phi=\kappa c/\cos\theta$, the extremum condition becomes

$$\sin\Phi\,[t_1J_0(X)+4t_2J_0(2X)\cos\Phi]=0.$$

The off-symmetry pair requires $|t_1J_0(X)|<4|t_2J_0(2X)|$. At $X=0$ the earlier condition returns. With $k_F$ taken from the loop area at $\varepsilon=\mu$, the two sides differ by only about 5% at $30^\circ$, so the estimate is nearly marginal there. The present loops are also not circular, and the exact band is further from the margin: at $\kappa=0$ it has $A''\approx-0.8$, about ten times the estimate. In whole-degree steps the exact pair is absent from $21^\circ$ to $32^\circ$, against $20^\circ$ to $30^\circ$ in the estimate. The estimate gives the trend with angle; the exact-band count is decisive.

## Topology changes and other failures

Set $c=a=7$ bohr, $t_1=t=0.02$, $t_2=0$ and $\mu=-0.02$ hartree. Then

$$\varepsilon(\kappa)=-0.02+0.04\cos\kappa a .$$

It changes sign at $\kappa a=\pi/3$. Hole loops on one side become electron loops on the other. At the change, both enclose half the in-plane reciprocal cell. The hole area rises towards this plane and the electron area falls after it, so matching complete loops by area alone would produce the false peak described at the start. The scheme cannot join them: their centres are $\sqrt2\,\pi/a=0.635$ bohr$^{-1}$ apart, more than the matching rule allows, and their masses have opposite signs. In this run the chain ends even before that test, because the hole loops nearest the change reach past the raster window and are discarded as open. The extremal hole orbit itself fits inside the window. The two genuine orbits are a hole with $F=9293$ T, $m=-0.9098\,m_e$, and a neck with $F=2566$ T, $m=0.5861\,m_e$.

Several limits remain:

- A loop smaller than the raster spacing can be missed. Refine the raster as well as the band grid.
- Two roots between adjacent slices can leave no sign change. Repeat with closer slices.
- A small window can discard a closed orbit as open. Enlarge it until the orbit list is stable.
- Near a saddle, $|\mathbf g|$ is small and Newton steps can jump. Limit the step and check the residual $E-\mu$.
- Concentric loops of one band, as on a ring-shaped surface, share a centre, and the centre test alone would discard one as a copy. Compare their areas too.
- Energy-ordered bands have kinks at crossings. Connecting bands by their states before fitting splines can remove some of these kinks, but not those at a conical crossing: a path through the point passes from one energy-ordered band to the other, while a path around it stays on the same band, so no single smooth labelling exists.

## Cost

Spline preparation and storage grow as the number of grid points. Each three-dimensional spline value then uses 64 coefficients, independent of grid size. An energy and its three central-difference derivatives need seven values per contour point. Five projection steps and three midpoint steps therefore cost

$$7(5+3)P=56P$$

values per loop, or 6720 for $P=120$. A $121\times58$ raster costs 7018 values, so tracing a plane and measuring one loop need similar numbers of spline values. Root finding reuses the stored loop and avoids a new raster. The numerical output gives the remaining comparisons.

## Table of computed values

```
lattice constants a, c = 7.0, 10.0 bohr
t, t1, t2, mu = 0.02, 0.002, 0.0012, -0.03 hartree
frequency per area = 37409.649 T bohr^2
grid 8^3: max rel. error F 8.08e-04, m 1.72e-03
grid 16^3: max rel. error F 2.86e-05, m 3.28e-05
16^3, 21 to 31 slices: max rel. change of F 6.4e-10
grid 32^3: max rel. error F 1.82e-06, m 3.70e-06
observed order from 8^3 to 32^3: F 4.40, m 4.43
field along z, 32^3 grid (found / closed form):
 orbit 1: |kappa|c 0.00000 / 0.00000 rad
  A 0.2284169 / 0.2284172 bohr^-2
  F 8545.00 / 8545.01 T
  m 0.858682 / 0.858679 m_e
  d2A/dkappa2 -7.4001 / -7.3375 (dimensionless)
 orbit 2: |kappa|c 3.14159 / 3.14159 rad
  A 0.1876000 / 0.1876004 bohr^-2
  F 7018.05 / 7018.06 T
  m 0.770068 / 0.770066 m_e
  d2A/dkappa2 -2.7551 / -2.7095 (dimensionless)
 orbit 3: |kappa|c 2.00039 / 2.00057 rad
  A 0.1797752 / 0.1797754 bohr^-2
  F 6725.33 / 6725.34 T
  m 0.755020 / 0.755020 m_e
  d2A/dkappa2 3.7710 / 3.7635 (dimensionless)
max rel. error of uncorrected 120-point polygon 4.69e-04
tilt 30 deg, slice kappa = 0.01088 bohr^-1, shift 0.44880 bohr^-1
 cylinder -1: A 0.2335663 / exact band 0.2335667 bohr^-2
 cylinder +0: A 0.2360671 / exact band 0.2360674 bohr^-2
 cylinder +1: A 0.2320711 / exact band 0.2320715 bohr^-2
dA/dkappa at 0.1 bohr^-1: line integral -0.073397, difference -0.073395 bohr^-1
tilted orbits 2, found in 3 chains, copies before folding 7
 |kappa| 0.27207 bohr^-1: F 7885.99 / 7886.00 T, m 0.885402 / 0.885396 m_e
 |kappa| 0.00000 bohr^-1: F 8833.00 / 8833.01 T, m 0.874974 / 0.874968 m_e
cubic band: a = 7.0 bohr, t = 0.02, mu = -0.02 hartree
 hole: F 9292.61 / 9292.62 T, m -0.909848 / -0.909849 m_e
 neck: F 2566.41 / 2566.43 T, m 0.586096 / 0.586100 m_e
```
